\section*{Effective annealing time when diffusivity factorizes in composition and temperature, part 1}

(Sections cited here and not found follow in the second part.)

\section{The change of clock and its converse}

\subsection{Definitions and conventions}

Let $c(x,t)$ be the atomic fraction of one component of a binary alloy, at position $x$ and time $t$. The molar volume is taken as constant, and composition varies along $x$ alone. The interdiffusion flux is $J=-D\,\partial_x c$, positive towards increasing $x$, where $D(c,T)>0$ is the interdiffusion coefficient. Conservation of atoms, $\partial_t c=-\partial_x J$, gives
\begin{equation}
\partial_t c=\partial_x\!\left[D(c,T(t))\,\partial_x c\right].
\label{pde}
\end{equation}
The temperature $T(t)$ is a prescribed, piecewise continuous function of time and is uniform in space. There is no chemical reaction and no flux driven by a temperature gradient. The coefficient $D$ depends on the present composition and temperature and on nothing else; in particular, it has no memory of earlier defects or stresses.

The diffusivity factorizes if
\begin{equation}
D(c,T)=f(c)\,g(T),\qquad f(c)>0,\quad g(T)>0 ,
\label{factor}
\end{equation}
with $f$ continuously differentiable and $g$ continuous. A constant can be moved from one factor to the other. The choice $f(0)=1$ removes this freedom and makes $g(T)=D(0,T)$.

Choose a constant reference temperature $T_r$ and write $g_r=g(T_r)$. The effective time is
\begin{equation}
\tau(t)=\frac{1}{g_r}\int_0^t g(T(t'))\,dt' .
\label{tau}
\end{equation}
The isothermal solution $C(x,s)$ is the solution of
\begin{equation}
\partial_s C=\partial_x\!\left[f(C)\,g_r\,\partial_x C\right]
\label{iso}
\end{equation}
with the same initial profile as $c$, where $s$ is the time spent at $T_r$.

The boundaries are of three kinds. An end may be closed, so that $\partial_x c=0$ there. It may be held at a composition that changes neither with time nor with temperature. Or the sample may extend to infinity on both sides, with $c$ approaching constant end values so fast that its deviation from the initial profile stays, on every finite time interval, below one fixed, rapidly decaying function of $x$. Solutions are smooth inside the sample for $t>0$, apart from jumps of the time derivative where $T(t)$ jumps, and they approach the initial profile in the mean, $\int|c(x,t)-c(x,0)|\,dx\to0$ as $t\to0$. This admits an initial step. Existence of such solutions is assumed.

The algebra holds in any consistent units. In atomic units lengths are in bohr and energies in hartree, and $k_B$ is kept explicitly because temperatures are in kelvin. Numbers are given in nm, eV, s and K.

\subsection{Two lemmas}

\paragraph{Lemma 1 (the clock runs forward).} The function $\tau(t)$ is continuous and strictly increasing, with $\tau(0)=0$. Wherever $T$ is continuous,
\begin{equation}
\frac{d\tau}{dt}=\frac{g(T(t))}{g_r}>0 .
\label{rate}
\end{equation}

\emph{Proof.} The integrand in \eqref{tau} is positive and piecewise continuous. Its integral is therefore continuous and strictly increasing, and the fundamental theorem of calculus gives \eqref{rate}. $\square$

The derivative in \eqref{rate} is the number of seconds at $T_r$ that do the work of one second at $T(t)$. It exceeds one when diffusion is faster than at the reference temperature.

\paragraph{Lemma 2 (uniqueness).} Let $a(t)>0$ be piecewise continuous. Two solutions $c_1,c_2$ of $\partial_t c=a(t)\,\partial_x[f(c)\,\partial_x c]$ with the same initial profile and the same boundary conditions are equal.

\emph{Proof.} Introduce the increasing function $F(c)=\int_0^c f(c')\,dc'$. Since $\partial_xF(c)=f(c)\,\partial_xc$, the differences $w=c_1-c_2$ and $\Delta F=F(c_1)-F(c_2)$ obey
\begin{equation}
\partial_t w=a(t)\,\partial_x^2\Delta F .
\label{w}
\end{equation}

Take first a finite sample. Let $\phi(x,t)$ solve $-\partial_x^2\phi=w$, with $\phi=0$ at an end of fixed composition and $\partial_x\phi=0$ at a closed end. If both ends are closed, this needs $\int w\,dx=0$. The condition holds because integrating \eqref{w} over the sample gives $d(\int w\,dx)/dt=0$, and the integral starts from zero. The constant left free in $\phi$ is then fixed by giving $\phi$ zero mean. Define $E=\tfrac12\int(\partial_x\phi)^2dx$. One integration by parts, whose boundary term vanishes at either kind of end, gives
\begin{equation}
\frac{dE}{dt}=\int\partial_x\phi\,\partial_t\partial_x\phi\,dx
=-\int\phi\,\partial_t\partial_x^2\phi\,dx
=\int\phi\,\partial_t w\,dx .
\end{equation}
Insert \eqref{w} and integrate by parts twice:
\begin{align}
\frac{dE}{dt}
&=a\Big[\phi\,\partial_x\Delta F-\partial_x\phi\,\Delta F\Big]_{\rm ends}
+a\int\partial_x^2\phi\,\Delta F\,dx\notag\\
&=-a\int w\,\Delta F\,dx\le0 .
\label{decay}
\end{align}
The bracket vanishes because an end of fixed composition has $\phi=0$ and $\Delta F=0$, while a closed end has $\partial_x\phi=0$ and $\partial_x\Delta F=0$. The sign follows because $F$ is increasing, so $w$ and $\Delta F$ have the same sign. The energy $E$ is non-negative, tends to zero as $t\to0$ and cannot grow. Hence $E=0$, so $\partial_x\phi=0$ and $w=-\partial_x^2\phi=0$.

For the infinite sample use $W=\int_{-\infty}^x w\,dx'$ in place of $-\partial_x\phi$. It vanishes at both infinities, since $\int w\,dx=0$ as before. Integrating \eqref{w} from $-\infty$ to $x$ gives $\partial_tW=a\,\partial_x\Delta F$, so
\begin{equation}
\frac{d}{dt}\,\frac12\int W^2dx=a\int W\,\partial_x\Delta F\,dx=-a\int w\,\Delta F\,dx\le0 ,
\end{equation}
with the same conclusion. $\square$

\subsection{The equivalence}

\paragraph{Theorem 1.} Under the stated assumptions and with $D=f(c)g(T)$, the nonisothermal profile at time $t$ is the isothermal profile at the effective time:
\begin{equation}
c(x,t)=C(x,\tau(t)) .
\label{main}
\end{equation}

\emph{Proof.} Define $\tilde c(x,t)=C(x,\tau(t))$. The chain rule, then \eqref{rate} and \eqref{iso}, give
\begin{align}
\partial_t\tilde c
&=\frac{d\tau}{dt}\,\partial_sC\Big|_{s=\tau(t)}
=\frac{g(T(t))}{g_r}\,\partial_x\!\left[f(\tilde c)\,g_r\,\partial_x\tilde c\right]\notag\\
&=\partial_x\!\left[f(\tilde c)\,g(T(t))\,\partial_x\tilde c\right].
\end{align}
The factor $g(T(t))$ could be taken inside the derivative because $T$ does not depend on $x$. Thus $\tilde c$ solves \eqref{pde}. It has the right initial profile because $\tau(0)=0$, and it satisfies the boundary conditions because these contain neither time nor temperature. By Lemma 2 with $a(t)=g(T(t))$, $\tilde c=c$. $\square$

The theorem covers the whole evolution. Both anneals pass through the same sequence of profiles, and temperature sets the speed along that sequence. The composition dependence $f(c)$ may be strong; it need not be small or linear. If $T(t)=T_r$ throughout, then $\tau=t$, as it should.

\paragraph{Corollary (diffusion budget).} For a given initial profile and given boundaries, the final profile depends on the history through one number,
\begin{equation}
B=\int_0^{t_f}g(T(t))\,dt=g(T_r)\,\tau(t_f),
\label{budget}
\end{equation}
which has the dimension of length squared.

\emph{Proof.} Change the time variable in \eqref{iso} from $s$ to $b=g_rs$. The equation becomes $\partial_bC=\partial_x[f(C)\,\partial_xC]$, which contains no temperature. By \eqref{main} the final profile is its solution at $b=g_r\tau(t_f)=B$. $\square$

Three consequences follow. Effective times at two reference temperatures are related by $\tau_1g(T_1)=\tau_2g(T_2)$. Successive anneals add their budgets, $B=B_1+B_2$, so within this model their order does not matter. Finally, $B/t_f$ is the time average of $g$. When $T(t)$ is continuous, this average lies between the least and the greatest value of $g$ during the anneal and is reached at some temperature $T_{\rm eq}$. Holding the sample at $T_{\rm eq}$ for the real duration $t_f$ gives the same final profile.

\subsection{Boundaries and sources that spoil the result}

Divide the balance equation by $d\tau/dt$ and see what remains dependent on temperature.

If a surface is held at $c_s(T(t))$, for instance at a solubility limit, the boundary composition becomes a function of $\tau$. The interior equation is still isothermal, but the boundary condition is not that of an anneal at $T_r$. The equivalence to a constant-temperature anneal is lost, although the new clock still simplifies the interior equation.

If a flux $J_0$ is imposed at an end, then $-f\,g\,\partial_xc=J_0$. Multiplication by $g_r/g$ gives $-f\,g_r\,\partial_xc=J_0\,g_r/g(T)$. A constant imposed flux therefore becomes variable in the new clock, except when it is zero.

If a reaction adds a source $R(c,T)$ to the right-hand side of \eqref{pde}, it becomes $R(c,T)\,g_r/g(T)$. The transformed equation is that of the anneal at $T_r$ when $R/g$ does not depend on temperature. For thermally activated rates this requires the reaction and the diffusion to have the same activation energy.

If $T$ varies in space, then $\partial_x(fg\,\partial_xc)=g\,\partial_x(f\,\partial_xc)+(\partial_xg)f\,\partial_xc$. The last term is absent from the isothermal equation, so a change of clock alone does not in general give the anneal at a uniform $T_r$.

\subsection{Why factorization is needed}

\paragraph{Theorem 2 (converse).} Let $D(c,T)>0$ be smooth in $c$, not necessarily factorized, and let $T\ne T_r$ be fixed. Suppose that for every smooth initial profile, flat near closed ends, annealing at constant $T$ gives
\begin{equation}
c(x,t)=C(x,\sigma(t))
\label{hyp}
\end{equation}
for short times, where $C$ is now the solution at $T_r$ with diffusivity $D(C,T_r)$, and $\sigma(t)\ge0$ tends to zero with $t$. The function $\sigma$ may differ from one initial profile to another. Then $D(c,T)/D(c,T_r)$ does not depend on $c$.

\emph{Proof.} Choose any two compositions $c_1\ne c_2$ and an initial profile with a maximum at one of them and a minimum at the other, at interior points $x_1$ and $x_2$. Let the curvatures $k_i=\partial_x^2c(x_i,0)$ be nonzero. Expanding the diffusion term,
\begin{equation}
\partial_x(D\,\partial_xc)=D\,\partial_x^2c+\frac{\partial D}{\partial c}\,(\partial_xc)^2 ,
\end{equation}
and using $\partial_xc=0$ at the extrema, we find for short times
\begin{align}
c(x_i,t)-c_i&=t\,[D(c_i,T)\,k_i+o(1)],\\
C(x_i,\sigma)-c_i&=\sigma\,[D(c_i,T_r)\,k_i+o(1)] .
\end{align}
By \eqref{hyp} the left sides are equal at $\sigma=\sigma(t)$. The first is nonzero for small $t>0$, so $\sigma(t)>0$. Dividing,
\begin{equation}
\lim_{t\to0}\frac{\sigma(t)}{t}=\frac{D(c_i,T)}{D(c_i,T_r)},\qquad i=1,2 .
\end{equation}
The left side is the same for both points, since one function $\sigma$ serves the whole profile. The two ratios are therefore equal, and $c_1,c_2$ were arbitrary. $\square$

If the hypothesis holds at every $T$ in a range, then $D(c,T)=D(c,T_r)\,r(T)$, which is the form \eqref{factor}. The converse concerns all initial profiles together. It does not exclude a close match for one particular profile and history.

\paragraph{Example of two clocks.} Let the activation energy fall linearly with composition, from $Q$ to $Q-qc$. With $\beta=1/(k_BT)$ and $\beta_p$ its value at a peak temperature $T_p$, take
\begin{equation}
D(c,T)=g(T)\,e^{bc}\,e^{qc(\beta-\beta_p)},\qquad g(T)=D_0e^{-Q\beta}.
\label{broken}
\end{equation}
At $T_p$ the last exponential is one, so $q$ does not alter the diffusivity there. Use $Q=4$ eV, $b=4$, $q=1$ eV, $T_p=1323$ K and a lower temperature of 1173 K. The values of $g$ are $0.05789$ and $6.517\times10^{-4}\ {\rm nm^2/s}$, with ratio $88.8$, so $\beta-\beta_p=\ln(88.8)/(4\ {\rm eV})=1.122\ {\rm eV^{-1}}$. For extrema at $c=0.40$ and $0.10$, the clock rates $D(c,1173\,{\rm K})/D(c,1323\,{\rm K})$ differ by the factor $\exp(0.30\times1.122)=1.40$. Direct solution of the diffusion equation over short anneals, starting from a cosine profile of period 20 nm with these extrema, gave 1.396 for $0.05$ s at the peak and the same budget at 1173 K. The ratio approaches 1.400 as the anneals are shortened. No single effective time can serve both points.

\paragraph{Spread of the clocks.} Near a composition $c$, a profile of small amplitude sees, to leading order in the amplitude, the uniform diffusivity $D(c,T)$. Its effective time is then
\begin{align}
\tau_c&=\int_0^{t_f}\frac{D(c,T)}{D(c,T_r)}\,dt
=\int_0^{t_f}\frac{g(T)}{g_r}\,e^{qc(\beta-\beta_r)}\,dt\notag\\
&\simeq\tau\left[1+qc\,\langle\beta-\beta_r\rangle\right],
\label{spread}
\end{align}
where $\beta_r=1/(k_BT_r)$ and the angle brackets denote the average over the anneal with weight $g(T(t))$. The last form is first order in $q$. It shows how to choose the reference when factorization is imperfect: the clocks agree best if $\beta_r$ is near the weighted average of $\beta$, that is, if $T_r$ is close to the temperatures at which most of the diffusion takes place.

\section{Ramps, the similarity profile and its inversion}

\subsection{Results carried over}

The composition $c(x,t)$ obeys $\partial_tc=\partial_x[f(c)g(T)\,\partial_xc]$ with $f(0)=1$, in a sample of uniform temperature $T(t)$. At a reference temperature $T_r$, with $g_r=g(T_r)$, the effective time is $\tau=\int g(T)\,dt/g_r$. The nonisothermal profile equals the isothermal one at time $\tau$, and it depends on the history through the budget $B=g_r\tau$ alone. This holds for closed ends, ends of fixed composition and infinite couples. If the activation energy varies as $Q-qc$, the effective time acquires the composition dependence \eqref{spread}.

From here on $g(T)=D_0e^{-Q/k_BT}$, with constant $D_0$ and $Q$. The theorem did not need this form; the closed expressions below do.

\subsection{Effective time of a linear ramp}

\paragraph{Lemma 3.} With $u=Q/(k_BT)$ and $E_1(u)=\int_u^\infty e^{-v}v^{-1}dv$,
\begin{equation}
\int e^{-Q/k_BT}\,dT=P(T)+{\rm const},\qquad
P(T)=T\,e^{-u}-\frac{Q}{k_B}E_1(u).
\label{P}
\end{equation}

\emph{Proof.} Since $du/dT=-u/T$, the derivative of the first term is
\begin{equation}
\frac{d}{dT}\left(Te^{-u}\right)=e^{-u}+T\,e^{-u}\,\frac uT=(1+u)e^{-u}.
\end{equation}
Since $dE_1/du=-e^{-u}/u$,
\begin{equation}
\frac{d}{dT}\left(\frac Q{k_B}E_1\right)=\frac Q{k_B}\left(-\frac{e^{-u}}u\right)\left(-\frac uT\right)=\frac{Q}{k_BT}\,e^{-u}=u\,e^{-u}.
\end{equation}
The difference is $e^{-u}$. $\square$

On a rising ramp of rate $r=dT/dt>0$, from $T_s$ to the peak $T_p$, put $dt=dT/r$. With $T_p$ as reference and $u_p=Q/(k_BT_p)$,
\begin{equation}
\tau_{\rm ramp}=\frac{e^{u_p}}r\,[P(T_p)-P(T_s)] .
\label{ramp}
\end{equation}
A falling ramp of rate $-r$ between the same temperatures gives the same expression, because the sign of $dt=-dT/r$ and the interchange of limits cancel.

To see its size, integrate $E_1$ by parts three times:
\begin{equation}
E_1(u)=e^{-u}\left(\frac1u-\frac1{u^2}+\frac2{u^3}\right)-6\int_u^\infty\frac{e^{-v}}{v^4}\,dv .
\end{equation}
The last integral is positive and smaller than $e^{-u}/u^4$. Multiply by $Q/k_B=Tu$ and subtract from $Te^{-u}$. The leading terms cancel, leaving $P(T)=Te^{-u}[1/u-2/u^2+O(u^{-3})]$. If the ramp starts far enough below the peak for $P(T_s)$ to be negligible,
\begin{equation}
\tau_{\rm ramp}\simeq\frac{k_BT_p^2}{Qr}\left(1-\frac{2}{u_p}\right).
\label{rampsmall}
\end{equation}
To leading order, a ramp thus counts as the time spent in the last $k_BT_p^2/Q$ kelvin below the peak. A large activation energy or a fast ramp makes its contribution small.

For a factorized diffusivity and the stated boundaries, a nonisothermal anneal gives the isothermal profile at the effective time $\tau$, which is now known in closed form for linear ramps; factorization is also necessary if such an equivalence is to hold for all initial profiles. It remains to treat the diffusion couple and the recovery of $D$ from its profile, to work through an example, and to examine what happens when the assumptions fail.

Numbers in the example were calculated in double precision.
